# Supercell size for a 0.1 eV charged-defect image error

## The estimate

A point defect of charge $q$ is repeated with period $L$ in all three directions. In atomic units, with $q$ in elementary charges, an electrostatic energy is a charge squared divided by a length. For a compact charge the one available length is $L$. A linear medium of permittivity $\varepsilon$ divides the energy by $\varepsilon$, as shown below. The amount $\Delta$ by which periodicity lowers the energy must therefore have the form

$$
\Delta = C\,\frac{q^2}{\varepsilon L},
$$

with $C$ a pure number fixed by the shape of the cell.

To estimate $C$, note that a charged periodic cell needs a neutralizing background of total charge $-q$, taken here as uniform. Replace each cube by a sphere of equal volume, with radius $R=(3/4\pi)^{1/3}L=0.620\,L$. A neutral sphere with a point charge at its centre has no field outside. Placed on the lattice, spheres of this radius overlap, since $R>L/2$, and leave gaps at the corners of the cubes. Their charges therefore add up only roughly to a uniform background. The estimate ignores this difference and treats each sphere as if it were alone. The energy per cell is then internal to one sphere:

- The potential at the centre of a uniform ball of charge $-q$ is $-3q/(2\varepsilon R)$, so the point charge contributes $-\tfrac32 q^2/(\varepsilon R)$.
- The self-energy of the ball is $+\tfrac35 q^2/(\varepsilon R)$.

The sum is $-\tfrac{9}{10}q^2/(\varepsilon R)=-1.45\,q^2/(\varepsilon L)$. The periodic energy is too low, because the defect is attracted to its background, and $C\approx1.45$.

One atomic unit of charge squared is 14.40 eV angstrom, so $\Delta\approx 20.9/(\varepsilon L)$ in eV with $L$ in angstrom. A target of 0.1 eV requires about 10.4 angstrom at $\varepsilon=20$ and 54 angstrom at $\varepsilon=3.9$. The derivation below replaces the sphere by the true cube and finds what the size of the charge changes.

## What is being compared

Let $E_{\rm per}$ be the electrostatic energy per cell of the periodic defect with its background, and $E_{\rm iso}$ that of one defect in an infinite medium. The error is defined as $\Delta=E_{\rm iso}-E_{\rm per}$, which is the amount to be added to the periodic result.

The medium is a linear, isotropic continuum and the defect charge is localized well inside the cell. The cell-averaged electrostatic potential is set to zero, both in the defect cell and in the bulk calculation that supplies the band edge. "Uncorrected" means that neither an image correction nor a potential alignment has been added. Elastic interactions, overlap of defect wavefunctions, band filling and the error of the density functional are left out.

## Why the energy is divided by the permittivity

Take one Fourier component of the defect charge, $\rho\cos Gx$. The medium responds with a polarization $p\sin Gx$ along $x$, whose bound charge is $-dP/dx=-Gp\cos Gx$. A charge density $s\cos Gx$ has potential $(4\pi s/G^2)\cos Gx$. Half the product of the two, averaged over space, is $\pi s^2/G^2$. Polarizing a medium of susceptibility $\chi$ costs $P^2/(2\chi)$ per volume, which averages to $p^2/(4\chi)$. The mean energy density is therefore

$$
\frac12\left[\frac{2\pi(\rho-Gp)^2}{G^2}+\frac{p^2}{2\chi}\right],\qquad 4\pi\chi=\varepsilon-1 .
$$

Setting the derivative with respect to $p$ to zero gives $p/\chi=4\pi(\rho-Gp)/G$, or $Gp=(\varepsilon-1)(\rho-Gp)$. Hence

$$
Gp=\frac{\varepsilon-1}{\varepsilon}\,\rho,\qquad \rho-Gp=\frac{\rho}{\varepsilon}.
$$

The two terms in the bracket become

$$
\frac{2\pi\rho^2}{\varepsilon^2G^2}+\frac{2\pi(\varepsilon-1)\rho^2}{\varepsilon^2G^2}=\frac{2\pi\rho^2}{\varepsilon G^2}.
$$

This is the vacuum value divided by $\varepsilon$, with the cost of polarization included. In this continuum the factor is the same for every $G$, so it applies to both $E_{\rm per}$ and $E_{\rm iso}$. In a real crystal, screening weakens at wavelengths near the atomic spacing. That leaves the $1/L$ term derived below unchanged, since it comes from small $G$, but it alters the $1/L^3$ term.

## Periodic and isolated energies

Give the defect a Gaussian charge density with standard deviation $\sigma$ along each axis. Its Fourier transform is $q\,e^{-k^2\sigma^2/2}$. In the periodic crystal the coefficients are $\rho_G=(q/L^3)e^{-G^2\sigma^2/2}$, and the background removes $G=0$. With $\phi_G=4\pi\rho_G/(\varepsilon G^2)$, the energy per cell is

$$
E_{\rm per}=\frac{L^3}{2}\sum_{G\ne0}\rho_G^*\phi_G
=\frac{2\pi q^2}{\varepsilon L^3}\sum_{G\neq0}\frac{e^{-G^2\sigma^2}}{G^2}.
$$

For the isolated charge, $L^{-3}\sum_G$ becomes $\int d^3k/(2\pi)^3$:

$$
E_{\rm iso}=\frac{2\pi q^2}{\varepsilon}\int_0^\infty\frac{4\pi k^2\,dk}{8\pi^3}\frac{e^{-k^2\sigma^2}}{k^2}
=\frac{q^2}{\pi\varepsilon}\,\frac{\sqrt\pi}{2\sigma}
=\frac{q^2}{2\sqrt\pi\,\varepsilon\sigma}.
$$

## The difference

Define the number $\alpha$ by a vacuum problem: $-\alpha/L$ is the potential at a unit point charge due to its periodic images and the background. The zero of potential is set so that the total potential, including that of the charge itself, averages to zero over the cell. To evaluate it, split the Coulomb potential of each charge as

$$
\frac1r=\frac{\operatorname{erfc}(r/2\sigma)}{r}+\frac{\operatorname{erf}(r/2\sigma)}{r}.
$$

The second part is smooth and has the transform $4\pi e^{-k^2\sigma^2}/k^2$. Four contributions arise.

1. The short-range parts of the images give $\sum_{R\ne0}\operatorname{erfc}(R/2\sigma)/R$, where $R$ runs over the lengths of the lattice vectors.
2. The cell average of all short-range parts must be subtracted. It is $L^{-3}\int d^3r\,\operatorname{erfc}(r/2\sigma)/r=16\pi\sigma^2L^{-3}\int_0^\infty t\operatorname{erfc}t\,dt=4\pi\sigma^2/L^3$, since the last integral equals $1/4$.
3. The smooth parts of all charges, without their average, give $(4\pi/L^3)\sum_{G\ne0}e^{-G^2\sigma^2}/G^2$.
4. This sum includes the smooth part of the home charge itself, which must be removed. Since $\operatorname{erf}x\approx2x/\sqrt\pi$ for small $x$, its value at $r=0$ is $1/(\sqrt\pi\sigma)$.

Together,

$$
-\frac{\alpha}{L}=\sum_{R\neq0}\frac{\operatorname{erfc}(R/2\sigma)}{R}-\frac{4\pi\sigma^2}{L^3}
+\frac{4\pi}{L^3}\sum_{G\neq0}\frac{e^{-G^2\sigma^2}}{G^2}-\frac{1}{\sqrt\pi\,\sigma}.
$$

Multiply by $q^2/(2\varepsilon)$. The third term becomes $E_{\rm per}$ and the fourth becomes $-E_{\rm iso}$. Solving for their difference,

$$
\Delta=\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi q^2\sigma^2}{\varepsilon L^3}
+\frac{q^2}{2\varepsilon}\sum_{R\ne0}\frac{\operatorname{erfc}(R/2\sigma)}{R}.
$$

The last term comes from overlap of neighbouring Gaussians and is negligible when $L\gg2\sigma$. The first term has the form fixed by dimensions, with $C=\alpha/2$.

The second term is the effect of charge size. A background of density $-q/L^3$ produces a potential that rises as $2\pi q r^2/(3\varepsilon L^3)$ around the defect. A Gaussian has mean square radius $3\sigma^2$, so spreading the charge raises its energy in this potential by $2\pi q^2\sigma^2/(\varepsilon L^3)$. The self-energy also changes, but equally in $E_{\rm per}$ and $E_{\rm iso}$. The isolated charge has no background, so the error is reduced by $2\pi q^2\sigma^2/(\varepsilon L^3)$.

## The number for a cube

The splitting width is arbitrary in the expression for $\alpha$. With $\sigma=L/(2\sqrt\pi)$ and $n$ the length of an integer vector, $R/2\sigma=\sqrt\pi\,n$ and $G^2\sigma^2=\pi n^2$. The terms $1/(\sqrt\pi\sigma)$ and $4\pi\sigma^2/L^3$ become $2/L$ and $1/L$, so

$$
\alpha=3-\sum_{n\neq0}\left[\frac{\operatorname{erfc}(\sqrt\pi\,n)}{n}+\frac{e^{-\pi n^2}}{\pi n^2}\right].
$$

The six nearest vectors contribute $0.07313+0.08253$, the next twelve $0.00333+0.00357$, and the following eight $0.00007+0.00007$. The result is $\alpha=2.8373$, or $C=1.419$. The sphere estimate of 1.45 is about 2% higher.

## Required cell edges

For a compact charge and a tolerated error $\delta$, the first term gives

$$
L>\frac{\alpha q^2}{2\varepsilon\delta}.
$$

In practical units $\alpha/2$ corresponds to 20.43 eV angstrom. For $q=1$ and $\delta=0.1$ eV:

- At $\varepsilon=20$, $L>20.43/(20\times0.1)=10.2$ angstrom (19.3 bohr).
- At $\varepsilon=3.9$, $L>20.43/(3.9\times0.1)=52.4$ angstrom (99.0 bohr).

To the nearest angstrom, these are cubes with edges of 10 and 52 angstrom. Taken literally, the rounded edges miss the target slightly: the point-charge errors are 0.102 eV at 10 angstrom and 0.101 eV at 52 angstrom.

Charge size matters at this level in the small cell. For a chosen width $\sigma=1$ angstrom, the size term is 0.0045 eV at 10 angstrom and $\varepsilon=20$, which brings the error down to 0.098 eV. Solving $\Delta=0.1$ eV numerically for this Gaussian gives an edge of 9.7 angstrom. At $\varepsilon=3.9$ the size term in the 52 angstrom cube is only 0.0002 eV, and the threshold moves to 52.3 angstrom. In the continuum model, a width of 1 angstrom thus lowers the first requirement by about half an angstrom and the second by only about a tenth. These shifts assume full screening down to a length of 1 angstrom. Weaker screening at short range changes the $1/L^3$ term by an amount comparable with the term itself, so the shifts give only the order of the effect in a real material.

The edges differ by the ratio of permittivities, $20/3.9=5.13$, but the volumes differ by its cube, 135. At a chosen round density of 0.07 atoms per cubic angstrom, the threshold cells hold about 75 and 10,000 atoms. The first is a routine supercell, usable only for a deep, localized defect, since at $\varepsilon=20$ a hydrogenic state with the free-electron mass already has a radius of $20\times0.529=10.6$ angstrom; the second is a very expensive one for a first-principles calculation.

## Correcting instead of enlarging

At $\varepsilon=3.9$ a 10 angstrom cube has a point-charge error of 0.52 eV. Adding $\alpha q^2/(2\varepsilon L)$ to the computed energy removes the leading term. For the Gaussian with $\sigma=1$ angstrom, what remains is the size term, $0.0045\times20/3.9=0.023$ eV, by which the corrected energy is too high. Within this model and for this width, a correction in the small cell does better than an uncorrected cell of 10,000 atoms. A real defect has further residual errors, from microscopic screening and from any charge that spreads through the cell.

The sign of $\Delta$ does not depend on the sign of $q$: in a cube, with each state relaxed, both charged states come out too low relative to the neutral one. The Fermi level at which a donor changes from $+1$ to neutral is $E_0-E_+$, up to common reference terms, and is therefore too high by $\Delta$. The level between neutral and $-1$ is $E_--E_0$ and is too low by $\Delta$.

## Where the estimate changes or fails

**Ionic response.** The static permittivity applies when the ions relax around the charge. If they are held fixed where the neutral state leaves them, the high-frequency value applies. For a chosen high-frequency permittivity of 4, the required edge is then 51 angstrom, even if the static value of the same material is 20. Ions held where a different, nonzero charge left them, as in a vertical transition out of a charged state, keep a polarization with an image error of its own, and the formula does not cover that case.

**Higher charge.** The edge grows as $q^2$. For the total energy of a $q=2$ state the thresholds become 41 and 210 angstrom. A transition level involves a difference of such errors: the level between $+2$ and $+1$ is in error by $4-1=3$ times the $q=1$ value, and the level between $+2$ and neutral by $4/2=2$ times.

**Potential alignment.** By the dimensional argument, the difference between the potential far from a compact defect and the cell average scales as $q/(\varepsilon L)$, with a factor that depends on where the potential is sampled. Multiplied by $q$, such a shift scales in the same way as the leading term of $\Delta$. If an alignment has already been added, the formula no longer gives the remaining error.

**Geometry and localization.** The value of $\alpha$ belongs to a cube in an isotropic medium. Elongated cells, anisotropic crystals and slabs with vacuum need their own electrostatic solution; in a strongly elongated cell $C$ can even become negative. If the defect charge extends over a length comparable with $L$, the overlap term is no longer negligible and the first two terms alone fail, and the cell must first be made large enough to contain the defect.
